# Vacancy-driven shrinkage of a single-component hollow nanoshell

**The form of the answer**

A hollow sphere of one element has inner radius \(a\), outer radius \(b\) and an empty core. Vacancies in its wall diffuse with diffusivity \(D_v\), and a flat surface holds them in equilibrium at the site fraction \(X_0\). Curvature changes this fraction by an amount governed by a length,

\[
\beta=\frac{2\gamma\Omega}{kT},
\]

where \(\gamma\) is the surface energy per area, \(\Omega\) the atomic volume and \(T\) the temperature.

If vacancies are dilute and their profile is steady, the surfaces move at a speed proportional to \(D_v\) times a difference of vacancy fractions. Each fraction is proportional to \(X_0\), so the two enter as \(D=X_0D_v\), with dimension length²/time. With no curvature the difference vanishes, so the leading term is linear in \(\beta\). The only speed that can be built from \(D\beta\) and the radii is

\[
\frac{da}{dt}=-\frac{D\beta}{a^2}\,f\!\left(\frac ab\right).
\]

A lifetime must likewise be a length cubed divided by \(D\beta\): shells of the same shape live for a time proportional to the cube of their size. What remains is the sign, the function \(f\) and the number that multiplies the lifetime. Nanometres and seconds are used, since atomic units are unnatural for this motion.

**Assumptions**

1. The shell stays spherical, and \(\gamma\) is isotropic.
2. Each surface keeps the vacancies next to it in local equilibrium.
3. The wall contains no vacancy sources or sinks and does not flow plastically, so its lattice is at rest. Atoms move through the lattice only, not along grain boundaries or through the vapour.
4. A vacancy occupies the full volume \(\Omega\), without relaxation of its neighbours. The core contains no gas.
5. Vacancies are dilute, \(X\ll1\), at both surfaces.

The coefficient \(D\) describes transport by vacancies. A tracer coefficient also contains the correlation factor of the atomic jumps, which must be divided out before it is used as \(D\).

**Theorem**

Under these assumptions, to leading order in \(X_0\) at fixed \(D\), and to first order in \(\beta/a\) and \(\beta/b\):

(i) the radii obey

\[
\frac{da}{dt}=-\frac{D\beta\,(a+b)}{a^2(b-a)},\qquad
\frac{db}{dt}=-\frac{D\beta\,(a+b)}{b^2(b-a)}; \tag{1}
\]

(ii) \(b^3-a^3=R^3\) is constant, \(R\) being the radius of the final compact sphere;

(iii) the void described by (1) closes after the time

\[
t_c=\frac{R^3}{D\beta}\,G(s),\qquad s=\frac ab, \tag{2}
\]

\[
G(s)=-\frac{\ln(1-s)}{18}+\frac{\ln(1+s)}{2}-\frac29\ln(1+s+s^2)-\frac{s}{3(1+s+s^2)}, \tag{3}
\]

with \(s\) taken at the start.

**Lemma 1: the vacancy fractions at the two surfaces**

*Statement.* \(X_a=X_0e^{\beta/a}\) at the inner surface and \(X_b=X_0e^{-\beta/b}\) at the outer one.

*Proof.* A vacancy is made by taking an atom from a lattice site and placing it on the nearby surface. At a flat surface this costs a free energy \(g\), and \(X_0=e^{-g/kT}\) for dilute vacancies. At a curved surface the area changes as well. For a sphere of radius \(r\), \(dA=8\pi r\,dr\) and \(dV=4\pi r^2dr\), so \(dA/dV=2/r\).

An atom placed on the inner surface reduces the void volume by \(\Omega\). The surface energy changes by \(-2\gamma\Omega/a\), and the vacancy is cheaper to make. An atom placed on the outer surface enlarges the outer sphere by \(\Omega\), because the vacancy left behind keeps its volume. The surface energy changes by \(+2\gamma\Omega/b\), and the vacancy is dearer. Replacing \(g\) by \(g-2\gamma\Omega/a\) and \(g+2\gamma\Omega/b\) gives the two fractions. ∎

The opposite signs come from the opposite sides on which the solid lies: the void shrinks when it receives an atom, while the outer sphere grows. Vacancies are therefore in excess at the void and in deficit outside, and they flow outward.

**Lemma 2: motion of the surfaces for given fractions**

*Statement.* To leading order in \(X_0\) at fixed \(D\),

\[
\frac{da}{dt}=-D_v\,(X_a-X_b)\,\frac{b}{a(b-a)},\qquad a^2\frac{da}{dt}=b^2\frac{db}{dt}. \tag{4}
\]

*Proof.* The outward vacancy flux is \(-(D_v/\Omega)X'\), with \(X'=\partial X/\partial r\). Each vacancy jump moves one atom the other way, so the outward atom flux is \(+(D_v/\Omega)X'\). The solid at the inner surface holds \((1-X_a)/\Omega\) atoms per volume, and the void holds none. If \(a\) decreases, the new solid is filled by atoms arriving from the wall:

\[
-\frac{1-X_a}{\Omega}\frac{da}{dt}=-\frac{D_v}{\Omega}X'(a).
\]

At the outer surface, the atoms lost per area and time, \(-(1-X_b)\Omega^{-1}db/dt\), equal the inward flux \(-(D_v/\Omega)X'(b)\). Both balances have the same form:

\[
(1-X_a)\frac{da}{dt}=D_vX'(a),\qquad (1-X_b)\frac{db}{dt}=D_vX'(b). \tag{5}
\]

In the wall, \(\partial X/\partial t=D_v\nabla^2X\). Write \(X=X_0c\) and measure time by \(\theta=X_0t\), the scale on which the surfaces move. Then

\[
X_0\frac{\partial c}{\partial\theta}=D_v\nabla^2c,\qquad
(1-X_0c)\frac{da}{d\theta}=D_v\,c'(a),
\]

and similarly for \(b\). As \(X_0\to0\), the time derivative and the factor \(1-X_0c\) drop out, with errors of relative order \(X_0\). The profile is then steady, \((r^2X')'=0\), so \(X'=-K/r^2\). Integration from \(a\) to \(b\) gives

\[
X_a-X_b=K\left(\frac1a-\frac1b\right)=K\,\frac{b-a}{ab},
\qquad
X'(r)=-\frac{(X_a-X_b)\,ab}{(b-a)\,r^2}.
\]

Inserting \(r=a\) in (5) gives the first part of (4). Since \(r^2X'\) is the same at both surfaces, so is \(r^2\) times the surface velocity, which is the second part. ∎

*How fast the profile becomes steady.* Let \(w\) be the departure from the steady profile between fixed surfaces, where \(w=0\). With \(u=rw\), spherical diffusion becomes \(\partial u/\partial t=D_v\,\partial^2u/\partial r^2\), with modes \(\sin[n\pi(r-a)/(b-a)]\) and decay rates \(n^2\pi^2D_v/(b-a)^2\). The slowest mode, \(n=1\), decays in the time

\[
\tau=\frac{(b-a)^2}{\pi^2D_v}. \tag{6}
\]

**Proof of (i) and (ii)**

To first order, Lemma 1 gives

\[
X_a-X_b\simeq X_0\beta\left(\frac1a+\frac1b\right)=X_0\beta\,\frac{a+b}{ab}.
\]

The two curvatures add because they enter the fractions with opposite signs. Insertion in (4) yields

\[
\frac{da}{dt}=-D_vX_0\beta\,\frac{a+b}{ab}\cdot\frac{b}{a(b-a)}
=-\frac{D\beta(a+b)}{a^2(b-a)},
\]

and \(db/dt=(a^2/b^2)\,da/dt\) gives the other half of (1). The function left open by dimensions is thus \(f(s)=(1+s)/(1-s)\). Moreover,

\[
\frac{d}{dt}(b^3-a^3)=3\left(b^2\frac{db}{dt}-a^2\frac{da}{dt}\right)=0,
\]

which is (ii); at \(a=0\) the outer radius is \(R\). Both radii decrease, the inner one faster, so the wall thickens. ∎

The outer surface supplies the share \((1/b)/(1/a+1/b)=a/(a+b)\) of the drive. This share tends to one half for a thin wall and to zero for a small void in a thick one.

**Proof of (iii)**

From \(b=a/s\) and \(b^3-a^3=R^3\),

\[
a^3=\frac{R^3s^3}{1-s^3},\qquad
a^2da=\frac13d(a^3)=\frac{R^3s^2\,ds}{(1-s^3)^2}.
\]

Equation (1) gives \(dt=-(D\beta)^{-1}\,\frac{1-s}{1+s}\,a^2da\). Put \(q(x)=1+x+x^2\), so that \(1-x^3=(1-x)q\). Integrating from the initial ratio down to zero gives

\[
t_c=\frac{R^3}{D\beta}\int_0^s\frac{x^2\,dx}{(1-x)(1+x)q^2}.
\]

The integrand is split as

\[
\frac{x^2}{(1-x)(1+x)q^2}=\frac{P}{1-x}+\frac{Q}{1+x}+\frac{Ax+B}{q}+\frac{Cx+E}{q^2}.
\]

Multiplying by \(1-x\) and setting \(x=1\) gives \(P=1/(2\cdot9)=1/18\). Multiplying by \(1+x\) and setting \(x=-1\) gives \(Q=1/2\). Multiplying by \(q^2\) and evaluating at the roots of \(q\), where \(x^2=-x-1\), gives

\[
Cx+E=\frac{x^2}{1-x^2}=-\frac{x+1}{x+2}.
\]

At these roots \((x+2)(1-x)=2-x-x^2=3\), hence \(1/(x+2)=(1-x)/3\) and

\[
Cx+E=-\frac{1-x^2}{3}=-\frac{x+2}{3}.
\]

At \(x=0\) the identity reads \(0=\frac1{18}+\frac12+B-\frac23\), so \(B=\frac19\). The left side falls faster than \(1/x\) at large \(x\), so \(-\frac1{18}+\frac12+A=0\) and \(A=-\frac49\).

To integrate the last two terms, use \(q'=2x+1\) and

\[
\left(\frac xq\right)'+\frac1q=\frac{1-x^2}{q^2}+\frac{1+x+x^2}{q^2}=\frac{x+2}{q^2}.
\]

They become

\[
\frac{1-4x}{9q}=-\frac29\frac{q'}{q}+\frac1{3q},\qquad
-\frac{x+2}{3q^2}=-\frac13\left(\frac xq\right)'-\frac1{3q}.
\]

The terms \(\pm1/(3q)\), which would each give an arctangent, cancel. Integrating what is left from zero gives (3). ∎

**Two limits**

*Small void, \(a\ll b\).* Equation (1) becomes \(da/dt=-D\beta/a^2\), the law for a void in an unbounded solid. The integrand of \(t_c\) is then \(x^2\), so \(G\simeq s^3/3\). With \(a\simeq Rs\), this gives \(t_c\simeq a^3/(3D\beta)\).

*Thin wall, \(h=b-a\ll a\).* Now \(R^3\simeq3a^2h\), and

\[
\frac{da}{dt}\simeq-\frac{2D\beta}{ah}\simeq-\frac{6D\beta}{R^3}\,a.
\]

The radius falls exponentially while the wall stays thin. Accordingly \(G\simeq-\frac1{18}\ln(1-s)+\text{const}\): for a given amount of material, the lifetime grows only logarithmically as the shell is made larger and thinner.

**Corollary: the slowest stage**

*Statement.* For fixed \(R\), the speed \(|da/dt|\) in (1) has a single minimum, at the ratio \(s_m\) with \(s_m^3+s_m^2=1\). There \(a=Rs_m^{1/3}\).

*Proof.* With \(a=Rs(1-s^3)^{-1/3}\),

\[
\left|\frac{da}{dt}\right|=\frac{D\beta}{R^2}F(s),\qquad
F=\frac{(1+s)(1-s^3)^{2/3}}{s^2(1-s)}.
\]

Its logarithmic derivative is

\[
\frac{F'}{F}=\frac{2}{1-s^2}-\frac{2s^2}{1-s^3}-\frac2s
=\frac{2\,[\,sq-s^3(1+s)-(1-s^2)q\,]}{s(1-s^2)q}.
\]

Here \(sq-s^3(1+s)=s+s^2-s^4\) and \((1-s^2)q=1+s-s^3-s^4\), so the bracket is \(s^3+s^2-1\). It increases with \(s\) and changes sign once, from negative to positive. At the minimum \(1-s_m^3=s_m^2\), hence \(a=Rs_m\,s_m^{-2/3}=Rs_m^{1/3}\). ∎

Numerically \(s_m=0.755\). As the shell shrinks, \(1/a^2\) rises but \((a+b)/(b-a)\) falls because the wall thickens. A shell that starts above \(s_m\) first slows down and then accelerates until closure.

**Remark: the error of linearization**

Let \(x=\beta/a\) and \(y=\beta/b\), with \(x>y>0\). The full rate, with the exponentials kept in (4), exceeds the linear one by the factor

\[
\frac{e^x-e^{-y}}{x+y}=1+\frac{x-y}{2}+\frac{x^2-xy+y^2}{6}+\dots
\]

This factor is greater than one for every \(x>y>0\). To see this, define \(g(u)=e^u-1-u\), so that \(e^x-e^{-y}-(x+y)=g(x)-g(-y)\). Since \(g(y)-g(-y)=2(\sinh y-y)>0\) and \(g\) increases for positive argument, \(g(x)>g(y)>g(-y)\). Both laws share the same \(b(a)\), so \(t_c\) in (2) is an upper bound on the lifetime within the quasi-steady model.

**Worked example**

Take round parameters that stand for no particular material: \(\gamma=1\) J/m², \(\Omega=0.012\) nm³, \(T=800\) K, \(X_0=10^{-6}\), \(D_v=10^4\) nm²/s, \(a=20\) nm and \(b=25\) nm. Then \(D=0.01\) nm²/s and \(\beta=2.173\) nm.

Placing an atom on the inner surface changes the surface energy by \(-2\gamma\Omega/a=-1.20\times10^{-21}\) J; on the outer surface the change is \(+0.96\times10^{-21}\) J. Carrying an atom from outside to inside thus releases \(2.16\times10^{-21}\) J. The vacancy fractions are \(1.115\times10^{-6}\) at the void and \(0.917\times10^{-6}\) outside. The outer surface supplies \(20/45=0.444\) of the linear drive, so ignoring its curvature would nearly halve the initial rate. Its share falls as the wall thickens, and the linear lifetime would come out longer by a factor 1.6. The initial velocities are

\[
\frac{da}{dt}=-\frac{0.01\times2.173\times45}{400\times5}=-4.89\times10^{-4}\ \text{nm/s},
\]

\[
\frac{db}{dt}=-\frac{0.01\times2.173\times45}{625\times5}=-3.13\times10^{-4}\ \text{nm/s}.
\]

The full exponential rate is larger by the factor 1.0125. The first correction gives \(1+(0.1086-0.0869)/2=1.0109\), and the quadratic term, 0.0017, supplies nearly all of the rest.

The profile relaxes in \(\tau=25/(\pi^2\times10^4)=2.5\times10^{-4}\) s, while \(a/|da/dt|=4.1\times10^4\) s, so the steady profile is well justified at the start. It is a statistical average: the wall has \(2.7\times10^6\) sites and so holds fewer than three vacancies at any moment, while about 200 cross it per second. The margin narrows as the void closes, but with the exponentials kept the two times are still 0.0037 s and 0.32 s at \(a=0.5\) nm. A sharper test solves the time-dependent diffusion equation with both surfaces moving according to (5). In scaled lengths, with \(\beta=0.1\), \(b=1\) and \(a\) shrinking from 0.6 to 0.3, starting from a linear vacancy profile, the time needed is shorter than the quasi-steady one by 1.1 % for \(X_0=10^{-2}\) and by 0.11 % for \(X_0=10^{-3}\). The error falls in proportion to \(X_0\), as Lemma 2 requires. Most of it comes from the factor \(1-X\) in (5), not from the lag of the profile: for \(X_0=10^{-2}\) that factor alone, with a steady profile, shortens the time by 1.24 %, and the time derivative lengthens it again by about 0.16 %.

The conserved volume gives \(R^3=15625-8000=7625\) nm³ and \(R=19.68\) nm. With \(G(0.8)=0.0758\),

\[
t_c=\frac{7625}{0.02173}\times0.0758\ \text{s}=2.66\times10^4\ \text{s}=7.4\ \text{h}.
\]

The linear law gives this course:

| \(a\) (nm) | \(b\) (nm) | \(t\) (10³ s) | \(-da/dt\) (10⁻⁴ nm/s) |
|---|---|---|---|
| 20.0 | 25.0 | 0 | 4.89 |
| 17.9 | 23.7 | 4.28 | 4.84 |
| 15.0 | 22.2 | 10.3 | 4.97 |
| 10.0 | 20.5 | 19.5 | 6.31 |
| 5.0 | 19.8 | 25.3 | 14.6 |
| 2.0 | 19.7 | 26.5 | 66.6 |

The second row is the slowest stage. Its speed is only 1 % below the initial one, so the minimum is shallow here.

With the exponentials kept, the lifetime is \(2.52\times10^4\) s, or 7.0 h, which is 5 % shorter. About three quarters of this difference of 1400 s arises while \(a\) is still above 5 nm. The exponentials raise the rate only modestly there, but the shell spends most of its life in that stage.

**Where the result fails**

At \(a=2\) nm, \(\beta/a\) already exceeds one and the linear rate is no longer reliable, although little of the lifetime remains. Diluteness fails later, when \(X_0e^{\beta/a}\) approaches one, that is near \(a=\beta/\ln(1/X_0)=2.173/13.8=0.16\) nm. This is below an atomic spacing, \(\Omega^{1/3}=0.23\) nm, so in this example the continuum picture of a spherical void breaks down first.

The other limits are set by the assumptions. Sinks inside the wall make \(r^2X'\) vary with \(r\), so the two surfaces no longer share one vacancy current. The surfaces also load the wall: with a surface stress equal to \(\gamma\), the mean hoop stress is \(2\gamma/(b-a)\), 0.4 GPa at the start of the example, and \(2\gamma/a\) reaches 1 GPa at \(a=2\) nm. In a real solid such stresses may cause creep or dislocation motion, which assumption 3 excludes. Gas in the core adds a pressure to the energy balance of Lemma 1. Slow attachment of atoms at a surface removes the local equilibrium on which both vacancy fractions rest. In each case (1) must be rederived from the changed condition.

## Computed results

```
surface energy gamma = 1.0 J/m^2
atomic volume Omega = 0.012 nm^3
temperature T = 800 K
flat-surface vacancy fraction X0 = 1.0e-06
vacancy diffusivity Dv = 1.0e+04 nm^2/s
D = X0*Dv = 0.0100 nm^2/s
initial radii a, b = 20.0, 25.0 nm
capillary length beta = 2.1729 nm
beta/a, beta/b = 0.10864, 0.08692
energy change, atom onto inner surface = -1.2000e-21 J
energy change, atom onto outer surface = 9.6000e-22 J
vacancy fraction at inner surface = 1.11477e-06
vacancy fraction at outer surface = 9.16754e-07
outer share of linear drive a/(a+b) = 0.4444
linear da/dt at start = -4.8890e-04 nm/s
linear db/dt at start = -3.1290e-04 nm/s
full da/dt at start = -4.9503e-04 nm/s
full/linear rate at start = 1.01254
first-order estimate of that ratio = 1.01086
profile relaxation time = 2.533e-04 s
shrinkage time a/|da/dt| at start = 4.0908e+04 s
moving-boundary test: beta, a, b, final a = 0.1, 0.6, 1.0, 0.3 (scaled lengths)
  time deviation for X0=1e-2: -1.075e-02
  time deviation for X0=1e-3: -1.075e-03
final compact radius R = 19.6825 nm
initial ratio s = a/b = 0.8000; G(s) = 0.075795
time scale R^3/(D beta) = 3.5091e+05 s
slowest stage: s = 0.75488, a = 17.9214 nm
linear law: a (nm), b (nm), time (s), da/dt (nm/s)
   20.0000  25.0000 -2.9220e-11 -4.8890e-04
   17.9214  23.7408  4.2778e+03 -4.8435e-04
   15.0000  22.2398  1.0261e+04 -4.9675e-04
   10.0000  20.5078  1.9467e+04 -6.3086e-04
    5.0000  19.7895  2.5287e+04 -1.4568e-03
    2.0000  19.6894  2.6492e+04 -6.6606e-03
linear lifetime = 2.6598e+04 s = 7.388 h
full lifetime = 2.5185e+04 s = 6.996 h
full/linear lifetime = 0.9469
```
